Quaternion treatment of the composite inversion pulse 90x 180y 90x

**Problem**

A spin-1/2 ensemble starts with its magnetisation M along +z. Lengths of M are given in units of the equilibrium magnetisation M0, so |M| = 1. The pulses are on resonance, follow each other without gaps, have exact phases, and are short enough for relaxation to be neglected. The radio-frequency amplitude is wrong by a fraction ε, with |ε| < 1, so every flip angle is multiplied by 1 + ε. The inversion error is

E = 1 + Mz,

which vanishes for perfect inversion.

(a) Use quaternions to find E for a plain 180x pulse and for the sequence 90x 180y 90x. Show that the first is of second order in ε and the second of fourth order.

(b) The nominal nutation frequency is 25 kHz and the actual one is 10% lower. Evaluate both errors. What misset does each pulse tolerate if E must not exceed 0.01?

(c) Follow M through the sequence and explain the compensation. Can the sequence replace a 180y pulse acting on transverse magnetisation?

**Hints**

1. Write the actual angle of a nominal 90° pulse as θ = π/2 + δ. The nominal 180° pulse then turns through 2θ, and its quaternion contains the half angle θ.

2. Before multiplying any pulses, find which components of a general unit quaternion determine Mz.

3. The units i and j anticommute. Use this to move one 90x quaternion past j in the triple product.

4. For part (c), ask what the middle pulse does to the small z component left by the first pulse.

**Solution**

*Rotations as quaternions.* The units obey i² = j² = k² = −1, ij = k = −ji, and cyclic permutations. A vector v is written as v₁i + v₂j + v₃k, and the product of two vectors is

ab = −a·b + a×b.

A right-handed turn by α about the unit vector n is represented by

q = cos(α/2) + n sin(α/2), v → q v q*,

where q* has the vector part reversed. To verify this, split v into two parts. The part along n commutes with q, and qq* = 1, so it is unchanged. The part perpendicular to n satisfies vn = −nv, hence vq* = qv, and

q v q* = q²v = (cos α + n sin α)v = v cos α + (n×v) sin α,

which is the required rotation. If q_a acts first and q_b second, the result is q_b q_a v q_a* q_b*, so later pulses stand to the left.

*What determines Mz.* Let q = q₀ + q₁i + q₂j + q₃k with unit norm. Initially M = k. First,

qk = −q₃ + q₂i − q₁j + q₀k.

Multiplying on the right by q* = q₀ − q₁i − q₂j − q₃k and collecting components gives

Mx = 2(q₁q₃ + q₀q₂)
My = 2(q₂q₃ − q₀q₁)
Mz = q₀² + q₃² − q₁² − q₂².

Since q₁² + q₂² = 1 − q₀² − q₃²,

E = 1 + Mz = 2(q₀² + q₃²).

Perfect inversion therefore needs q₀ = q₃ = 0: a turn by 180° about some axis in the xy plane. The direction of that axis within the plane is irrelevant to Mz.

*Part (a), plain pulse.* With θ = (π/2)(1 + ε), we have

δ = πε/2, cos θ = −sin δ, sin θ = cos δ.

The plain pulse turns through 2θ about x, so q = cos θ + i sin θ. Here q₀ = −sin δ and q₃ = 0, which gives

E_plain = 2 sin²δ = π²ε²/2 + O(ε⁴).

*Part (a), composite pulse.* The pulse quaternions are

X = cos(θ/2) + i sin(θ/2), Y = cos θ + j sin θ.

The whole sequence is

XYX = cos θ X² + sin θ XjX.

Because ij = −ji, moving j to the left through X reverses the sign of i, so Xj = jX*. Therefore

XjX = jX*X = j.

Two successive x turns by θ make one by 2θ, so X² = cos θ + i sin θ. Altogether

XYX = cos²θ + i sin θ cos θ + j sin θ.

Thus q₀ = cos²θ = sin²δ and q₃ = 0, and

E_comp = 2 sin⁴δ = π⁴ε⁴/8 + O(ε⁶).

The coefficient follows from 2(πε/2)⁴ = π⁴ε⁴/8. This proves the two orders. The exact ratio E_comp/E_plain = sin²δ is below one for |ε| < 1, so within this model the composite pulse inverts better at every nonzero misset in that range.

The right-handed convention does not affect this result. Reversing the sense of all rotations replaces θ by −θ, which leaves cos²θ and hence Mz unchanged.

*Part (b).* At 25 kHz a quarter turn takes 1/(4 × 25 kHz) = 10 µs, so the pulse lengths are 10, 20 and 10 µs. At the actual 22.5 kHz they turn M through 81°, 162° and 81°. Hence

ε = −0.10, δ = −9°, sin²δ = 0.02447

E_plain = 2 × 0.02447 = 0.0489 M0
E_comp = 2 × (0.02447)² = 0.00120 M0.

The error falls by a factor of about 41. The leading terms alone would give 0.0493 and 0.00122 M0.

For larger missets the exact expressions give:

|ε| = 0.20: E_plain = 0.191 M0, E_comp = 0.0182 M0
|ε| = 0.30: E_plain = 0.412 M0, E_comp = 0.0850 M0.

For E = 0.01 the conditions are |sin δ| = (0.005)^(1/2) for the plain pulse and |sin δ| = (0.005)^(1/4) for the composite one. With |ε| = 2|δ|/π, the tolerated missets are 4.5% and 17.1%. Integration of the Bloch equation and root finding in the numerical check confirm these values independently.

*Part (c), path of M.* The first pulse turns z about x:

M₁ = (0, −sin θ, cos θ) = (0, −cos δ, −sin δ).

The middle pulse leaves the y component alone. A right-handed turn by 2θ about y takes a z component z into x = z sin 2θ and z cos 2θ. Since 2θ = π + 2δ, we have sin 2θ = −sin 2δ and cos 2θ = −cos 2δ, so

M₂ = (sin δ sin 2δ, −cos δ, sin δ cos 2δ).

The z component has changed from −sin δ to sin δ cos 2δ, nearly its opposite. In the example it goes from 0.156 to −0.149 M0. The last pulse, again a turn by θ about x, gives

Mz = y sin θ + z cos θ
= −cos²δ − sin²δ cos 2δ
= −1 + sin²δ(1 − cos 2δ)
= −1 + 2 sin⁴δ,

in agreement with the quaternion result. Had the middle pulse reversed the z component completely, cos 2δ would be replaced by 1 and the inversion would be perfect. The first pulse falls short or overshoots, the middle pulse reflects that error, and the same error in the last pulse then nearly cancels it.

*Part (c), what is not compensated.* Fourth order holds for Mz, not for every component of M. Inserting the composite quaternion in the formulas for Mx and My gives

Mx = 2 cos²θ sin θ = 2 sin²δ cos δ
My = −2 cos³θ sin θ = 2 sin³δ cos δ.

The remaining transverse magnetisation is thus of second order. In the example its length is 0.049 M0, against 0.309 M0 after the plain pulse, where it is of first order.

The rotation as a whole is less accurate still. Its angle Φ and axis n follow from

cos(Φ/2) = q₀ = sin²δ, n₁/n₂ = q₁/q₂ = cos θ = −sin δ.

The angle misses 180° by about 2δ², but the axis is tilted away from y, within the xy plane, by a first-order amount. In the example Φ = 177.2° and the tilt is 8.9° towards x. This tilt does not affect Mz for magnetisation that starts along z (it produces the third-order My found above and changes Mx = 2q₀q₂ by about −δ⁴, since q₂ = cos δ instead of (1 − sin⁴δ)^(1/2)), but it matters at first order for magnetisation that starts along +x. To see this, form

qi = −q₁ + q₀i + q₃j − q₂k

and multiply on the right by q*. The y component is

My = 2(q₁q₂ + q₀q₃) = 2 sin²θ cos θ = −2 sin δ cos²δ.

An ideal 180y pulse would send +x to −x with My = 0. Here My is of first order, and equals 0.305 M0 in the example. The x component of the same product is Mx = q₀² + q₁² − q₂² − q₃² = sin²δ − cos²δ = −cos 2δ. A plain 180y pulse with the same misset gives Mx = cos 2θ = −cos 2δ as well, so for a start along +x the sequence ends exactly as far from −x as the plain pulse does; the first-order error merely lies along y instead of z. For a start along +y the product q j q* gives Mx = 2(q₁q₂ − q₀q₃) = −2 sin δ cos²δ, again of first order, whereas a plain 180y pulse leaves +y untouched at any misset. The sequence is therefore a good inversion pulse for z magnetisation, but it does not reproduce the rotation of a 180y pulse on transverse magnetisation. This does not make it a poor refocusing pulse. In a spin echo averaged over all precession phases, the first-order error appears as a phase shift of the echo by twice the axis tilt, 17.8° in the example. The echo amplitude is q₁² + q₂² = 1 − sin⁴δ = 0.9994, against cos²δ = 0.9755 for the plain pulse, whose echo has no phase shift. The shift depends on the misset, so a spread of radio-frequency amplitudes over the sample dephases a single echo; it nearly cancels after a second, identical echo.

**Variation 1: separate missets**

*Question.* Both outer pulses turn through π/2 + δ, but the middle pulse turns through π + μ, with μ independent of δ. Find E. Which error is responsible for the fourth-order remainder?

*Solution.* The middle quaternion is now

Y = cos(π/2 + μ/2) + j sin(π/2 + μ/2) = −sin(μ/2) + j cos(μ/2).

Using XjX = j as before,

XYX = −sin(μ/2)(cos θ + i sin θ) + j cos(μ/2).

With cos θ = −sin δ this gives q₀ = sin δ sin(μ/2) and q₃ = 0, so

E = 2 sin²δ sin²(μ/2).

The error is a product of two second-order factors, and it vanishes if either the outer pulses or the middle pulse are exact. Neither misset alone produces the remainder; it needs both. A common amplitude error has μ = 2δ, which restores 2 sin⁴δ.

**Variation 2: a phase error**

*Question.* All flip angles have the common misset again, but the axis of the middle pulse lies at 90° + η from x instead of 90°. Does the fourth-order law survive?

*Solution.* The middle axis is −i sin η + j cos η, so

Y = cos θ + sin θ(−i sin η + j cos η).

Besides XjX = j we need XiX. Since i commutes with X,

XiX = iX² = i(cos θ + i sin θ) = −sin θ + i cos θ.

The scalar part of XYX collects cos²θ from the first term and sin θ(−sin η)(−sin θ) from the second:

q₀ = cos²θ + sin η sin²θ = sin²δ + sin η cos²δ.

No k component appears, so q₃ = 0 and

E = 2(sin²δ + sin η cos²δ)².

At δ = 0 an error 2 sin²η remains. To see how E then depends on the misset, write q₀ = sin η + (1 − sin η) sin²δ. For small δ,

E = 2 sin²η + 4 sin η(1 − sin η)δ² + O(δ⁴).

For a fixed small nonzero η, the fourth-order law is lost: there is a constant error and a second-order dependence on the misset.

For η = 3° and the earlier δ = −9°,

q₀ = 0.0245 + 0.0523 × 0.9755 = 0.0755
E = 2 × (0.0755)² = 0.0114 M0.

The phase error alone gives 0.0055 M0, and the misset alone gives 0.0012 M0. The combined error exceeds their sum because the two contributions to q₀ add before squaring. For negative η they have opposite signs, and E vanishes when sin η = −tan²δ, which has a solution only for |δ| ≤ 45°, that is |ε| ≤ 0.5. At a given η the cancellation is exact for only one magnitude of misset, and the error 2 sin²η remains at δ = 0. A small deliberate negative η can still lower the worst error over a range |δ| ≤ δm. There q₀ rises steadily from sin η to sin η + (1 − sin η) sin²δm. Making these two ends equal and opposite gives sin η = −sin²δm/(2 − sin²δm), so |q₀| ≤ sin²δm/(2 − sin²δm). For small δm this is about half the value sin²δm reached at η = 0, and the largest E falls to about a quarter.

Computed values

```
nominal nutation frequency: 25.0 kHz
actual nutation frequency: 22.5 kHz
pulse lengths: 10.0, 20.0, 10.0 us
fractional misset eps: -0.10
delta: -9.00 deg = -0.157080 rad
actual angles: 81.0 and 162.0 deg
net quaternion q0 q1 q2 (no unit): 0.024472 0.154508 0.987688
M after first pulse (M0): 0.000000 -0.987688 0.156434
M after second pulse (M0): 0.048341 -0.987688 -0.148778
M after third pulse (M0): 0.048341 -0.007562 -0.998802
M after plain 180x (M0): 0.000000 -0.309017 -0.951057
E plain: 0.048943 M0
E composite: 0.001198 M0
ratio E plain / E composite: 40.86
leading-term E plain: 0.049348 M0
leading-term E composite: 0.001218 M0
transverse M plain: 0.309017 M0
transverse M composite: 0.048929 M0
net rotation angle: 177.195 deg
net axis tilt from y towards x: 8.891 deg
My from initial +x, composite: 0.305212 M0
numerical order plain: 1.9996
numerical order composite: 3.9993
E/eps^2 plain at eps=0.01: 4.9344 M0
pi^2/2: 4.9348
E/eps^4 composite at eps=0.01: 12.1741 M0
pi^4/8: 12.1761
table: |eps|, E plain (M0), E composite (M0)
  0.02  1.973e-03  1.947e-06
  0.05  1.231e-02  7.579e-05
  0.10  4.894e-02  1.198e-03
  0.20  1.910e-01  1.824e-02
  0.30  4.122e-01  8.496e-02
allowed E: 0.01 M0
largest |eps| plain: 4.51 percent
largest |eps| composite: 17.13 percent
middle-pulse phase error: 3.0 deg
E composite, phase error and misset: 0.011409 M0
E composite, phase error only: 0.005478 M0
```
